Is a delta-shaped transmission the best thermoelectric?

**The argument under review**

The argument concerns a conductor between a hot and a cold electron reservoir. If electrons pass at a single energy ε, each takes the same heat from the hot side and delivers the same work to the load. The ratio of work to heat can then be raised to the Carnot value by adjusting the voltage. The thermoelectric figure of merit ZT diverges in the same limit. The argument concludes that the best thermoelectric has a delta-shaped transmission, and that a real device should use the narrowest available level.

The premises are correct if electrons carry all the heat, but the conclusion does not follow, because the argument never asks how much power is delivered. I first set out what the delta function achieves, and then ask which transmission is most efficient when the power is prescribed.

**Setting and sign conventions**

Electrons cross elastically between two terminals and are noninteracting, or move in a mean field. The total transmission τ(E) satisfies 0 ≤ τ(E) ≤ N, where N counts the open channels including spin. If the mean field changes with voltage, τ is its value at the operating point. For now, electrons carry all the heat.

Energy E is measured from the hot chemical potential, and Δ > 0 is the cold chemical potential minus the hot one. An electron passing from hot to cold delivers work Δ and removes heat E from the hot reservoir. With g = f_H − f_C, the difference of the Fermi functions, the power and the heat current are

P = (Δ/h) ∫ τ g dE,  J = (1/h) ∫ E τ g dE,

and the efficiency is η = P/J. The case Δ < 0 is a mirror image: reversing the signs of E and Δ reverses g and leaves P and J unchanged.

The Fermi function decreases with its argument, so g > 0 requires E/T_H < (E − Δ)/T_C. Multiplying by T_C and collecting the terms in E gives E(1 − T_C/T_H) > Δ. With η_C = 1 − T_C/T_H, this reads

E > E0 = Δ/η_C.

Above E0 electrons flow from hot to cold and do work. Below E0 they flow backwards and consume it.

**What the delta function achieves**

Combining the two currents gives

η_C J − P = (1/h) ∫ (η_C E − Δ) τ g dE = (η_C/h) ∫ (E − E0) τ g dE ≥ 0,

because E − E0 and g have the same sign. Equality requires τ = 0 at all energies except a set of zero width, and then P = 0. In this setting, Carnot efficiency therefore excludes finite power for every transmission.

Now take a formal line τ = a δ(E − ε). It gives η = Δ/ε and P = Δ a g(ε)/h. Carnot efficiency requires ε = E0, where g = 0 and the current stops. If the area a were unlimited, one could place ε just above E0 and compensate the small g with a large a, obtaining any power as close to Carnot efficiency as desired. Unitarity forbids this: a line of width w has area at most N w, so its power is at most (N w Δ/h) max g.

The figure of merit does not register this limit. For a small temperature difference δT about T,

g ≈ (−∂f/∂E)(E δT/T − Δ).

Define L_n = ∫ Eⁿ τ (−∂f/∂E) dE. Then

I = (1/h)(L1 δT/T − L0 Δ),  J = (1/h)(L2 δT/T − L1 Δ),

where I is the particle current. The conductance is G = e²L0/h. Setting I = 0 gives Δ = L1 δT/(T L0), so the Seebeck coefficient has magnitude |S| = L1/(e T L0). Inserting this Δ into J gives the thermal conductance κ = (L2 − L1²/L0)/(hT). Hence

ZT = G S² T/κ = L1²/(L0 L2 − L1²).

This is the squared mean energy divided by the energy variance, with weight τ(−∂f/∂E). A narrow box of width w at ε has nearly uniform weight, hence mean ε and variance w²/12, so ZT ≈ 12ε²/w². The power is P = ΔI, a parabola in Δ that peaks at half the open-circuit bias, where it equals G S² δT²/4. The factor GS² is proportional to L1²/L0, which vanishes in proportion to w.

For ε = 2.4 kT and w = 0.1 kT, the estimate is 12 × 5.76/0.01 = 6912, and numerical integration gives 6911. The power factor GS² is only 3.5% of that of a step transmission with its threshold optimized. The enormous ZT comes with a small power.

**The best transmission at fixed power**

Fix P > 0 and, for the moment, Δ. Maximizing η then means minimizing J. Let τ be any transmission that delivers P. Compare it with a boxcar τ_b, equal to N for E0 < E < E1 and zero elsewhere, with E1 chosen to give the same P. Such an E1 exists: as it moves from E0 to infinity, the box power rises continuously from zero to its value for a full step. No transmission exceeds the step at this Δ, since the step collects every positive contribution and no negative one.

Equal power at equal Δ means ∫(τ − τ_b) g dE = 0. For finite E1, I may subtract E1 times this zero from the heat difference:

J − J_b = (1/h) ∫ (E − E1)(τ − τ_b) g dE.

The sign of the integrand follows region by region.

- For E < E0: E − E1 < 0, τ − τ_b = τ ≥ 0 and g < 0. The product is nonnegative.
- For E0 < E < E1: E − E1 < 0, τ − τ_b = τ − N ≤ 0 and g > 0. The product is nonnegative.
- For E > E1: E − E1 > 0, τ − τ_b = τ ≥ 0 and g > 0. The product is nonnegative.

Hence J ≥ J_b, with equality only if τ equals the boxcar apart from a set of zero width. If P is the full step power at this Δ, the step is the only candidate.

It remains to choose Δ. Moving the lower edge has no first-order effect, because g(E0) = 0. Moving the upper edge changes P by NΔg(E1)/h and J by N E1 g(E1)/h per unit energy. Let P_Δ and J_Δ be derivatives with respect to Δ at fixed transmission. Constant power requires

dE1/dΔ = −P_Δ/[NΔg(E1)/h],

and therefore

dJ/dΔ = J_Δ − (E1/Δ) P_Δ.

At an optimum with finite E1 this vanishes, which gives

E1 = Δ J_Δ/P_Δ.

The position and width of the best boxcar, and the bias at which it works, all depend on the required power.

**The limit of maximum power**

The largest power comes from a step, E1 → ∞. Put x = E0/(kT_H). Since E0 − Δ = E0(1 − η_C) = E0 T_C/T_H, the cold Fermi function has the same argument x at E0. The integrals of f_H and f_C above E0 are kT_H ln(1 + e^(−x)) and kT_C ln(1 + e^(−x)). With Δ = η_C E0 = x k(T_H − T_C),

P_step = (N/h) k²(T_H − T_C)² x ln(1 + e^(−x)).

Numerical maximization gives A = max[x ln(1 + e^(−x))] = 0.3163 at x = 1.145. The prescribed power can therefore be at most P_max = A N k²(T_H − T_C)²/h.

**The limit of low power**

Let the box have a small width δ = E1 − E0. Both Fermi functions have argument x at E0, so with F(x) = 1/[4cosh²(x/2)] the slope of g there is

g′ = F/(kT_C) − F/(kT_H) = η_C F/(kT_C).

To leading order in δ,

P ≈ NΔg′δ²/(2h),  η_C J − P ≈ η_C N g′δ³/(3h).

Their ratio is (η_C J − P)/P ≈ 2δη_C/(3Δ) = 2δ/(3E0). Since η = η_C/[1 + (η_C J − P)/P], the relative loss 1 − η/η_C is also 2δ/(3E0) to this order. I now eliminate δ with the power equation, using Δ = η_C x kT_H:

δ² = 2hP kT_C/(N η_C² x kT_H F).

Substituting hP/N = A η_C²(kT_H)² P/P_max gives

1 − η/η_C ≈ (2/3) √[2A/(x³F)] √[(T_C/T_H)(P/P_max)].

The best bias maximizes x³F. Setting its logarithmic derivative to zero gives x tanh(x/2) = 3, so x = 3.244 and x³F = 1.234. The numerical prefactor is then (2/3)√(2 × 0.3163/1.234) = 0.477.

The intuition behind the delta function survives here in a limited form. The best box does narrow as the power falls, with δ proportional to √P, but at each nonzero power its width is greater than zero.

**A worked case**

Take T_H = 600 K, T_C = 300 K and N = 2, one orbital channel with both spins. Then η_C = 0.5, kT_H = 51.7 meV and N(kT_H)²/h = 207.1 nW, so

P_max = 0.3163 × 0.5² × 207.1 nW = 16.4 nW.

For each bias I integrated the currents by Gauss–Legendre quadrature, solved for the E1 that gives the required power, and then minimized the heat over the bias. The results are:

- P = 0.01 P_max: Δ = 80.6 meV, box from 161.3 to 170.1 meV, η = 0.483.
- P = 0.10 P_max: Δ = 73.4 meV, box from 146.8 to 177.8 meV, η = 0.442.
- P = 0.50 P_max: Δ = 58.0 meV, box from 116.0 to 211.9 meV, η = 0.351.
- P = 0.90 P_max: Δ = 42.4 meV, box from 84.7 to 324.4 meV, η = 0.263.
- P = P_max: a step, η = 0.208.

At 1% of P_max the low-power law predicts a relative loss of 0.477 × √(0.5 × 0.01) = 0.034; the computed loss is 1 − 0.965 = 0.035. At half of P_max the law gives 0.24 and the computation 0.30, so the leading order no longer suffices.

Compare a box-shaped line 1 meV wide, with position and bias chosen for its greatest power. It delivers 0.149 nW, 0.9% of P_max, at an efficiency of 0.296. The first boxcar in the list, 8.8 meV wide, delivers slightly more, 0.164 nW, at 0.483. The narrow line must work far from E0 to draw its current, whereas the wider box can stay close to E0.

**A weakly coupled level is not a narrow box**

The argument's practical advice is to use a weakly coupled level. Without interactions, with equal coupling to both sides and a wide band, its transmission is a Lorentzian:

τ = N(Γ/2)²/[(E − ε)² + (Γ/2)²].

Let d = ε − E0, and consider low power with Γ ≪ d ≪ kT_C. The peak has area NπΓ/2 and lies where g ≈ g′d, so

P ≈ NΔπΓg′d/(2h).

The waste η_C J − P has two parts. The peak contributes η_C NπΓg′d²/(2h). In the tails, τ ≈ NΓ²/[4(E − E0)²], which contributes η_C NΓ²C/(4h) with

C = ∫ g/(E − E0) dE.

This integral is finite, because g vanishes at E0, and positive, because the tails waste heat on both sides of E0. Dividing by P and using η_C/Δ = 1/E0,

(η_C J − P)/P ≈ (1/E0)[d + ΓC/(2πg′d)].

The power equation gives Γ = 2hP/(NπΔg′d), so the bracket becomes d + K/d² with K = hPC/(Nπ²Δg′²). Its derivative 1 − 2K/d³ vanishes at d = (2K)^(1/3), where the second term equals d/2. The smallest relative waste at given E0 is therefore

(3/2)(2K)^(1/3)/E0.

Two thirds of it comes from the peak's displacement from E0 and one third from the tails. Equating the two forms of the tail term gives Γ = πg′d²/C, so Γ ≪ d holds at low power, as assumed.

Since K is proportional to P, the loss falls only as P^(1/3), against P^(1/2) for the boxcar. At 10⁻⁶ P_max, with E0 also optimized, the formula gives a relative waste of 7.30 × 10⁻³. A numerical search over position, width and bias gives 7.37 × 10⁻³, about 22 times the boxcar's.

The difference persists at useful powers. At 10% of P_max, 1.64 nW, the same search gives the best Lorentzian an efficiency of 0.305, against 0.442 for the boxcar. The heat drawn is 1.64/0.305 = 5.4 nW instead of 1.64/0.442 = 3.7 nW. The Lorentzian cannot exceed 36% of P_max at any setting found by the search.

**A heat leak removes the delta limit**

Suppose a parallel path, such as lattice vibrations, carries heat J_L > 0 that depends only on the two temperatures. The total efficiency is η = P/(J + J_L). Let η* be its largest value. Then every choice of τ and Δ with J + J_L > 0 satisfies

P − η*J = (1/h) ∫ (Δ − η*E) τ g dE ≤ η*J_L,

with equality at the optimum. At the optimal Δ, τ must therefore make the integral as large as possible: τ = N where (Δ − η*E)g > 0, and zero elsewhere. Since η* < η_C, this region is

Δ/η_C < E < Δ/η*.

The best transmission is again a boxcar, now with a definite width even when no power is prescribed. The width closes only as η* → η_C, which requires J_L → 0. In the opposite limit of a very large leak, η* ≤ P_max/J_L tends to zero, the upper edge goes to infinity, and the optimum approaches the step of maximum power.

With a 20 nW leak in the worked case, direct optimization gives η* = 0.202 at Δ = 50.2 meV. The box runs from 50.2/0.5 = 100.4 meV to 50.2/0.202 ≈ 249 meV and delivers 11.9 nW, 73% of P_max. The 1 meV line cannot exceed 0.149/20 = 0.0074, and its computed best is 0.0073. The best Lorentzian with this leak reaches about 0.10, and it is broad, with Γ ≈ 33 meV. A 20 nW leak already presumes strongly blocked phonons: one fully transmitting phonon channel between these temperatures carries π²k²(T_H² − T_C²)/(6h) = 128 nW. With that leak η* = 0.082, and the box runs from 74 to 454 meV and delivers 97% of P_max, close to the step.

**Assessment**

The delta function answers a question in which neither delivered power nor parasitic heat counts. The recommendation to use the narrowest level should be withdrawn: even among Lorentzian levels, the best width in the worked case is Γ ≈ 10 meV at 10% of P_max and Γ ≈ 33 meV with the 20 nW leak. The design target should be a flat transmission window of high transparency, with sharp edges set by the required power per open channel or by the leak per open channel. Adding channels in parallel narrows the best window only if the leak does not grow with them. The boxcar is a bound on what elastic two-terminal transport allows, not a claim that such edges can be built. The proof does not cover inelastic scattering, correlations beyond mean field or additional terminals, where a single function τ(E) need not determine both currents.
